# The Tien-Gordon formula and its classical rectification limit: a numerical check

```python
"""
Result under test (Tien-Gordon formula for a weak tunnel junction):
  I_dc(V0, V1) = sum_n J_n(alpha)^2 * I_0(V0 + n*hbar*omega/e),
  alpha = e*V1/(hbar*omega),
and its low-frequency limit, the time average of I_0(V0 + V1*cos(omega*t)).
I_0: static current-voltage curve; V0: dc bias; V1: ac amplitude;
omega: angular drive frequency; J_n: Bessel function of the first kind.
Example units: voltages in mV, energies in meV, currents in pA, so that
the energy e*V in meV has the same numerical value as V in mV.
The propagation test uses hbar = e = omega = 1.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson
from scipy.special import expit, j0, jv


def tien_gordon(static, v0, v1, photon):
    alpha = v1 / photon
    nmax = int(alpha + 10 * alpha ** (1 / 3) + 20)
    n = np.arange(-nmax, nmax + 1)
    return np.sum(jv(np.abs(n), alpha) ** 2 * static(v0 + n * photon))


def classical_average(static, v0, v1, points=4096):
    theta = 2 * np.pi * (np.arange(points) + 0.5) / points
    return np.mean(static(v0 + v1 * np.cos(theta)))


# ---------- Bessel weights: Fourier integral and sum rules ----------
alpha_test = 1.7
phase = 2 * np.pi * np.arange(256) / 256
for order in range(-4, 5):
    coefficient = np.mean(np.exp(-1j * alpha_test * np.sin(phase)
                                 + 1j * order * phase))
    assert abs(coefficient - jv(order, alpha_test)) < 1e-12
orders = np.arange(-40, 41)
weights = jv(np.abs(orders), alpha_test) ** 2
assert abs(weights.sum() - 1) < 1e-12
assert abs((orders * weights).sum()) < 1e-12
assert abs((orders ** 2 * weights).sum() - alpha_test ** 2 / 2) < 1e-12
for angle in (0.3, 1.1, 2.9):
    lhs = np.sum(weights * np.exp(1j * orders * angle))
    assert abs(lhs - j0(2 * alpha_test * np.sin(angle / 2))) < 1e-12

# ---------- direct Schroedinger propagation of a driven junction ----------
levels, spacing = 200, 0.08
eps = spacing * (np.arange(levels) + 0.5 - levels / 2)
sim_peak, sim_width, sim_kt = 2.0, 0.3, 0.1
sim_v0, sim_v1 = 0.9, 1.5
tunnel_probability = 1e-4          # 4*pi^2*(coupling/spacing)^2 at the peak
coupling = spacing * np.sqrt(tunnel_probability) / (2 * np.pi)


def sim_density(energy):
    return 1 / (1 + ((energy - sim_peak) / sim_width) ** 2)


left_vector = np.ones(levels)
right_vector = np.sqrt(sim_density(eps))
left_norm = np.linalg.norm(left_vector)
right_norm = np.linalg.norm(right_vector)
left_unit, right_unit = left_vector / left_norm, right_vector / right_norm
steps = 64
dt = 2 * np.pi / steps
kick = coupling * left_norm * right_norm * dt
cos_m1, sin_k = -2 * np.sin(kick / 2) ** 2, np.sin(kick)


def free_phase(start, end):
    action = sim_v0 * (end - start) + sim_v1 * (np.sin(end) - np.sin(start))
    left = np.exp(-1j * (eps * (end - start) + action))
    right = np.exp(-1j * eps * (end - start))
    return np.concatenate([left, right])[:, None]


period_map = np.eye(2 * levels, dtype=complex)
for k in range(steps):
    t0, tm, t1 = k * dt, (k + 0.5) * dt, (k + 1) * dt
    period_map *= free_phase(t0, tm)
    on_left = left_unit @ period_map[:levels]
    on_right = right_unit @ period_map[levels:]
    period_map[:levels] += np.outer(left_unit,
                                    cos_m1 * on_left - 1j * sin_k * on_right)
    period_map[levels:] += np.outer(right_unit,
                                    cos_m1 * on_right - 1j * sin_k * on_left)
    period_map *= free_phase(tm, t1)
five = np.linalg.matrix_power(period_map, 5)
ten = five @ five
filling = np.tile(expit(-eps / sim_kt), 2)


def right_charge(propagator):
    return np.sum(np.abs(propagator[levels:]) ** 2 @ filling)


sim_current = (right_charge(ten) - right_charge(five)) / (5 * 2 * np.pi)
energy_grid = np.linspace(-30, 30, 12001)
grid_step = energy_grid[1] - energy_grid[0]


def sim_static(voltages):
    result = []
    for v in np.atleast_1d(voltages):
        window = (expit(-(energy_grid - v) / sim_kt)
                  - expit(-energy_grid / sim_kt))
        result.append(np.sum(sim_density(energy_grid) * window) * grid_step)
    return tunnel_probability / (2 * np.pi) * np.array(result)


sim_formula = tien_gordon(sim_static, sim_v0, sim_v1, 1.0)
sim_classical = classical_average(sim_static, sim_v0, sim_v1, 256)
assert abs(sim_current / sim_formula - 1) < 3e-3
assert abs(sim_classical / sim_formula - 1) > 0.03

# ---------- worked example: Lorentzian density of states, T = 0 ----------
conductance_us = 0.1
G = conductance_us * 1e-6 * 1e-3 / 1e-12       # pA per mV
E0, gamma, V1, V0 = 10.0, 0.5, 5.0, 8.0


def static_current(v):
    return G * gamma * (np.arctan((v - E0) / gamma) + np.arctan(E0 / gamma))


def density(energy):
    return 1 / (1 + ((energy - E0) / gamma) ** 2)


for v in (-3.0, 8.0, 12.0):
    integral = quad(density, 0, v, points=[E0] if v > E0 else None)[0]
    assert abs(G * integral - static_current(v)) < 1e-6


def photon_mev(frequency_hz):
    return const.h * frequency_hz / const.e * 1e3


hw_thz, hw_10 = photon_mev(1e12), photon_mev(1e10)
I_thz = tien_gordon(static_current, V0, V1, hw_thz)
I_10 = tien_gordon(static_current, V0, V1, hw_10)
I_cl = classical_average(static_current, V0, V1)

# Fourier-integral road to the same dc current
s = np.linspace(1e-9, 60, 400001)
for photon, target in ((hw_thz, I_thz), (hw_10, I_10)):
    chi = j0(2 * V1 / photon * np.sin(photon * s / 2))
    integrand = (np.exp(-gamma * s)
                 * (chi * np.sin(s * (V0 - E0)) + np.sin(s * E0)) / s)
    assert abs(G * gamma * simpson(integrand, x=s) / target - 1) < 1e-6

# first quantum correction to the classical average


def static_third(v):
    x = (v - E0) / gamma
    return G / gamma ** 2 * (6 * x ** 2 - 2) / (1 + x ** 2) ** 3


theta = 2 * np.pi * (np.arange(4096) + 0.5) / 4096
swing = V1 * np.cos(theta)
correction = hw_10 ** 2 / 24 * np.mean(swing * static_third(V0 + swing))
assert abs((I_10 - I_cl) / correction - 1) < 0.02

# small-signal rectification
vs, v1s = 9.7, 0.1
xs = (vs - E0) / gamma
second = -2 * xs / (1 + xs ** 2) ** 2 * G / gamma
h = 1e-3
numeric_second = (static_current(vs + h) - 2 * static_current(vs)
                  + static_current(vs - h)) / h ** 2
assert abs(numeric_second / second - 1) < 1e-4
rect_classical = v1s ** 2 / 4 * second
rect_10 = tien_gordon(static_current, vs, v1s, hw_10) - static_current(vs)
rect_thz = tien_gordon(static_current, vs, v1s, hw_thz) - static_current(vs)
rect_difference = v1s ** 2 / 4 * (
    static_current(vs + hw_thz) - 2 * static_current(vs)
    + static_current(vs - hw_thz)) / hw_thz ** 2
assert abs(rect_10 / rect_classical - 1) < 0.03
assert abs(rect_thz / rect_difference - 1) < 2e-3

# ---------- output ----------
print("Propagation test (hbar = e = omega = 1)")
print(f" levels per lead {levels}, spacing {spacing}, kT {sim_kt}")
print(f" peak {sim_peak}, half-width {sim_width}, V0 {sim_v0}, V1 {sim_v1}")
print(f" peak tunnel probability {tunnel_probability:.1e}")
print(f" dc current, propagation  {sim_current:.5e}")
print(f" dc current, Tien-Gordon  {sim_formula:.5e}")
print(f" dc current, classical    {sim_classical:.5e}")
print("Example junction")
print(f" G = {conductance_us} uS, G*h/e^2 = "
      f"{conductance_us * 1e-6 * const.h / const.e ** 2:.5f}")
print(f" E0 = {E0} meV, gamma = {gamma} meV, V1 = {V1} mV")
print(f" full step height pi*G*gamma/e = {np.pi * G * gamma:.2f} pA")
print(f" photon energy at 1 THz = {hw_thz:.4f} meV")
print(f" alpha at 1 THz = {V1 / hw_thz:.4f}")
print(f"Photon terms at 1 THz, V0 = {V0} mV")
print(" n, J_n^2, shifted bias (mV), I_0 (pA), product (pA)")
listed = 0.0
for n in range(-3, 4):
    w = jv(n, V1 / hw_thz) ** 2
    shifted = V0 + n * hw_thz
    term = w * static_current(shifted)
    listed += term
    print(f" {n:+d} {w:.5f} {shifted:8.3f} "
          f"{static_current(shifted):8.3f} {term:8.3f}")
print(f" sum of listed terms = {listed:.3f} pA")
print(f" full sum            = {I_thz:.3f} pA")
print("Bias sweep: V0 (mV), static, 1 THz, classical (pA)")
for v in (2.0, 4.0, 6.0, 8.0, 10.0, 12.0):
    print(f" {v:4.1f} {static_current(v):8.3f} "
          f"{tien_gordon(static_current, v, V1, hw_thz):8.3f} "
          f"{classical_average(static_current, v, V1):8.3f}")
print(f"Approach to classical limit, V0 = {V0} mV")
print(" f (GHz), photon (meV), alpha, I_dc (pA)")
for ghz in (1000, 300, 100, 10):
    photon = photon_mev(ghz * 1e9)
    print(f" {ghz:4d} {photon:.5f} {V1 / photon:8.3f} "
          f"{tien_gordon(static_current, V0, V1, photon):.5f}")
print(f" classical average = {I_cl:.5f} pA")
print(f" I_dc - I_cl at 10 GHz = {(I_10 - I_cl) * 1e3:.4f} fA")
print(f" predicted correction  = {correction * 1e3:.4f} fA")
print(f"Small signal: V0 = {vs} mV, V1 = {v1s} mV")
print(f" alpha at 10 GHz {v1s / hw_10:.3f}, at 1 THz {v1s / hw_thz:.5f}")
print(f" I_0'' = {second:.3f} pA/mV^2")
print(f" V1^2 I_0''/4           = {rect_classical * 1e3:.3f} fA")
print(f" full sum at 10 GHz     = {rect_10 * 1e3:.3f} fA")
print(f" full sum at 1 THz      = {rect_thz * 1e3:.4f} fA")
print(f" second diff. at 1 THz  = {rect_difference * 1e3:.4f} fA")
print("ALL CHECKS PASSED")
```

Output:

```
Propagation test (hbar = e = omega = 1)
 levels per lead 200, spacing 0.08, kT 0.1
 peak 2.0, half-width 0.3, V0 0.9, V1 1.5
 peak tunnel probability 1.0e-04
 dc current, propagation  2.58013e-06
 dc current, Tien-Gordon  2.58020e-06
 dc current, classical    3.02188e-06
Example junction
 G = 0.1 uS, G*h/e^2 = 0.00258
 E0 = 10.0 meV, gamma = 0.5 meV, V1 = 5.0 mV
 full step height pi*G*gamma/e = 157.08 pA
 photon energy at 1 THz = 4.1357 meV
 alpha at 1 THz = 1.2090
Photon terms at 1 THz, V0 = 8.0 mV
 n, J_n^2, shifted bias (mV), I_0 (pA), product (pA)
 -3 0.00113   -4.407   -0.763   -0.001
 -2 0.02606   -0.271   -0.066   -0.002
 -1 0.25058    3.864    1.568    0.393
 +0 0.44441    8.000    9.751    4.333
 +1 0.25058   12.136  143.083   35.853
 +2 0.02606   16.271  150.604    3.925
 +3 0.00113   20.407  152.181    0.172
 sum of listed terms = 44.674 pA
 full sum            = 44.678 pA
Bias sweep: V0 (mV), static, 1 THz, classical (pA)
  2.0    0.623    3.928    1.489
  4.0    1.659    7.286    4.812
  6.0    3.720   28.209   30.535
  8.0    9.751   44.678   55.594
 10.0   76.042   76.042   76.042
 12.0  142.333  107.406   96.489
Approach to classical limit, V0 = 8.0 mV
 f (GHz), photon (meV), alpha, I_dc (pA)
 1000 4.13567    1.209 44.67793
  300 1.24070    4.030 58.30543
  100 0.41357   12.090 55.65168
   10 0.04136  120.899 55.59467
 classical average = 55.59444 pA
 I_dc - I_cl at 10 GHz = 0.2322 fA
 predicted correction  = 0.2322 fA
Small signal: V0 = 9.7 mV, V1 = 0.1 mV
 alpha at 10 GHz 2.418, at 1 THz 0.02418
 I_0'' = 129.758 pA/mV^2
 V1^2 I_0''/4           = 324.394 fA
 full sum at 10 GHz     = 320.250 fA
 full sum at 1 THz      = 7.7713 fA
 second diff. at 1 THz  = 7.7722 fA
ALL CHECKS PASSED
```
